# Fringe contrast of a thin film at finite spectrometer bandwidth: test program

```python
"""Result under test: a rectangular band of full width W reduces the fringe
contrast of a weakly reflecting film by C = |sin x|/x, x = pi W / spacing,
spacing = lambda0^2/(2 n d).  n: film index, d: thickness, lambda0: centre
wavelength, rho: reflectance of one surface.  All lengths are in nm.
Spectra are computed from the film's characteristic matrix and averaged
by quadrature; extrema are read from them and compared with the formulas.
"""
import numpy as np

lambda0, n0, d0, W = 600.0, 1.5, 50000.0, 1.0
centres = np.arange(596.9, 603.1, 0.002)

# Rough values for an acrylic film and a simple reflectometer
abbe, aperture, wedge, biref = 57.0, 0.05, 50.0, 1e-4
cauchy = (n0 - 1) / (abbe * (1 / 486.1**2 - 1 / 656.3**2))


def reflectance(lam, n, d, n_out, sin2):
    """Characteristic matrix; sin2 (squared sine in air) alters phase only."""
    beta = 2 * np.pi * d * np.sqrt(n**2 - sin2) / lam
    electric = np.cos(beta) + 1j * n_out * np.sin(beta) / n
    magnetic = n_out * np.cos(beta) + 1j * n * np.sin(beta)
    r = (n_out * electric - magnetic) / (n_out * electric + magnetic)
    return np.abs(r)**2


def uniform_nodes(low, high, count):
    """Nodes and weights for the mean over a uniform distribution."""
    if high == low:
        return np.array([low]), np.array([1.0])
    t, w = np.polynomial.legendre.leggauss(count)
    return (low + high) / 2 + (high - low) * t / 2, w / 2


def measure(width=0.0, n_out=1.0, B=0.0, na=0.0, dd=0.0, dn=0.0,
            triangular=False):
    """Return swing, visibility and spacing of maxima near lambda0."""
    if triangular:
        t, w = uniform_nodes(0.0, 1.0, 16)
        offsets = np.concatenate([-width * t, width * t])
        weights = np.concatenate([w * (1 - t), w * (1 - t)])
    else:
        offsets, weights = uniform_nodes(-width / 2, width / 2, 12)
    lam = centres[None, :] + offsets[:, None]
    index = n0 + B * (1 / lam**2 - 1 / lambda0**2)
    signal = np.zeros_like(centres)
    shifts = [0.0] if dn == 0 else [-dn / 2, dn / 2]
    for s2, ws in zip(*uniform_nodes(0.0, na**2, 6)):
        for d, wd in zip(*uniform_nodes(d0 - dd / 2, d0 + dd / 2, 6)):
            for shift in shifts:
                R = reflectance(lam, index + shift, d, n_out, s2)
                signal += ws * wd / len(shifts) * (weights @ R)
    near = np.where(np.abs(centres - lambda0) <= 1.2)[0]
    k = near[np.argmin(signal[near])]
    left = np.where((centres < centres[k]) &
                    (centres > centres[k] - 1.8))[0]
    right = np.where((centres > centres[k]) &
                     (centres < centres[k] + 1.8))[0]
    a = left[np.argmax(signal[left])]
    b = right[np.argmax(signal[right])]
    # Averaging both neighbours removes the slow drift of the fringe size
    high, low = (signal[a] + signal[b]) / 2, signal[k]
    return high - low, (high - low) / (high + low), centres[b] - centres[a]


def sinc(x):
    return np.sin(x) / x


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Ideal result
spacing = lambda0**2 / (2 * n0 * d0)
x = np.pi * W / spacing
C = abs(sinc(x))
full_swing, full_vis, measured_spacing = measure()
assert abs(measured_spacing - spacing) < 0.006      # wavelength grid
assert abs(full_vis - 1) < 1e-3

# Weak reflection: nearly index-matched immersion medium
n_match = 1.47
rho_weak = ((n0 - n_match) / (n0 + n_match))**2
weak_full = measure(n_out=n_match)
weak_band = measure(width=W, n_out=n_match)
weak_ratio = weak_band[0] / weak_full[0]
assert abs(weak_ratio - C) < 5e-4
assert abs(weak_band[1] - C) < 5e-4

# Film in air: harmonic series for multiple reflections
rho = ((n0 - 1) / (n0 + 1))**2
odd = sum(rho**(m - 1) * sinc(m * x) for m in range(1, 20, 2))
even = sum(rho**(m - 1) * sinc(m * x) for m in range(2, 20, 2))
swing_formula = (1 - rho**2) * odd
vis_formula = (1 - rho) * odd / (1 - (1 - rho) * even)
air_band = measure(width=W)
air_ratio = air_band[0] / full_swing
assert abs(air_ratio - swing_formula) < 5e-4
assert abs(air_band[1] - vis_formula) < 5e-4

# Contrast vanishes when the band equals one fringe spacing
vanishing = measure(width=spacing, n_out=n_match)[0] / weak_full[0]
assert vanishing < 5e-3                             # slow spacing drift

# Triangular band with the same full width at half maximum
triangle = measure(width=W, n_out=n_match, triangular=True)[0] / weak_full[0]
assert abs(triangle - C**2) < 1e-3

# Neglected effects; two-beam factors omit terms of order rho^2
n_group = n0 + 2 * cauchy / lambda0**2
spacing_group = lambda0**2 / (2 * n_group * d0)
C_group = sinc(np.pi * W / spacing_group)
f_cone = sinc(np.pi * d0 * aperture**2 / (lambda0 * n0))
f_wedge = sinc(2 * np.pi * n0 * wedge / lambda0)
f_biref = np.cos(2 * np.pi * biref * d0 / lambda0)
product = C_group * f_cone * f_wedge * f_biref
dispersive = measure(width=W, B=cauchy)
cone = measure(na=aperture)[0] / full_swing
wedged = measure(dd=wedge)[0] / full_swing
birefringent = measure(dn=biref)[0] / full_swing
together = measure(width=W, B=cauchy, na=aperture, dd=wedge, dn=biref)
assert abs(dispersive[2] - spacing_group) < 0.006
for direct, formula in [(dispersive[0] / full_swing, C_group),
                        (cone, f_cone), (wedged, f_wedge),
                        (birefringent, f_biref),
                        (together[0] / full_swing, product)]:
    assert abs(direct - formula) < 3e-3

phase0 = 4 * np.pi * n0 * d0 / lambda0
curvature = phase0 * (W / (2 * lambda0))**2

show("Centre wavelength", lambda0, "nm", 1)
show("Film index", n0, "", 3)
show("Film thickness", d0 / 1000, "micrometres", 1)
show("Rectangular full bandwidth", W, "nm", 2)
show("Interference order 2nd/lambda", 2 * n0 * d0 / lambda0, "", 1)
show("Round-trip phase", phase0, "rad", 2)
show("Fringe spacing, formula", spacing, "nm", 3)
show("Fringe spacing, simulated spectrum", measured_spacing, "nm", 3)
show("Half phase range x", x, "rad")
show("Contrast factor C, formula", C)
show("Quadratic phase at band edge", curvature, "rad", 5)
show("Immersion index for weak-reflection test", n_match, "", 3)
show("Surface reflectance, immersed", rho_weak, "", 6)
show("Swing ratio, immersed, simulated", weak_ratio)
show("Visibility, immersed, simulated", weak_band[1])
show("Surface reflectance in air", rho)
show("Resolved swing in air (reflectance)", full_swing)
show("Band-averaged swing in air (reflectance)", air_band[0])
show("Swing ratio in air, series", swing_formula)
show("Swing ratio in air, simulated", air_ratio)
show("Visibility in air, series", vis_formula)
show("Visibility in air, simulated", air_band[1])
show("Swing ratio when bandwidth equals spacing", vanishing)
show("Triangular band, C squared", C**2)
show("Triangular band, simulated", triangle)
show("Assumed Abbe number (rough)", abbe, "", 0)
show("Group index", n_group)
show("Fringe spacing with dispersion", spacing_group, "nm", 3)
show("Contrast factor with dispersion, formula", C_group)
show("Swing ratio with dispersion, simulated", dispersive[0] / full_swing)
show("Assumed numerical aperture (rough)", aperture, "", 3)
show("Cone factor, formula", f_cone)
show("Cone factor, simulated", cone)
show("Assumed thickness change over spot (rough)", wedge, "nm", 1)
show("Thickness factor, formula", f_wedge)
show("Thickness factor, simulated", wedged)
show("Assumed birefringence (rough)", biref, "", 5)
show("Birefringence factor, formula", f_biref)
show("Birefringence factor, simulated", birefringent)
show("All effects, product of factors", product)
show("All effects, simulated swing ratio", together[0] / full_swing)
show("All effects, simulated visibility", together[1])
print("no test failed")
```

Output:

```
Centre wavelength: 600.0 nm
Film index: 1.500
Film thickness: 50.0 micrometres
Rectangular full bandwidth: 1.00 nm
Interference order 2nd/lambda: 250.0
Round-trip phase: 1570.80 rad
Fringe spacing, formula: 2.400 nm
Fringe spacing, simulated spectrum: 2.400 nm
Half phase range x: 1.3090 rad
Contrast factor C, formula: 0.7379
Quadratic phase at band edge: 0.00109 rad
Immersion index for weak-reflection test: 1.470
Surface reflectance, immersed: 0.000102
Swing ratio, immersed, simulated: 0.7379
Visibility, immersed, simulated: 0.7379
Surface reflectance in air: 0.0400
Resolved swing in air (reflectance): 0.1479
Band-averaged swing in air (reflectance): 0.1089
Swing ratio in air, series: 0.7364
Swing ratio in air, simulated: 0.7364
Visibility in air, series: 0.7133
Visibility in air, simulated: 0.7133
Swing ratio when bandwidth equals spacing: 0.0043
Triangular band, C squared: 0.5445
Triangular band, simulated: 0.5445
Assumed Abbe number (rough): 57
Group index: 1.5255
Fringe spacing with dispersion: 2.360 nm
Contrast factor with dispersion, formula: 0.7297
Swing ratio with dispersion, simulated: 0.7283
Assumed numerical aperture (rough): 0.050
Cone factor, formula: 0.9686
Cone factor, simulated: 0.9682
Assumed thickness change over spot (rough): 50.0 nm
Thickness factor, formula: 0.9003
Thickness factor, simulated: 0.8994
Assumed birefringence (rough): 0.00010
Birefringence factor, formula: 0.9986
Birefringence factor, simulated: 0.9986
All effects, product of factors: 0.6355
All effects, simulated swing ratio: 0.6342
All effects, simulated visibility: 0.6121
no test failed
```
